# Auxiliary density matrices for exact exchange: fits, purification and Fock matrices

A water molecule has 41 basis functions in the aug-cc-pVDZ basis, which includes diffuse functions. Exact exchange needs two-electron integrals over four basis indices. The 6-31G basis has 13 functions for the same molecule. Without symmetry or screening, the integral counts stand in the ratio $(41/13)^4\approx 99$. This saving concerns exchange alone: the Coulomb energy in the large basis also uses four-index integrals, unless it is obtained by another route such as density fitting. The calculation below keeps all integrals, so it tests accuracy, not speed. Can exchange be computed in the small basis while the rest of the energy stays in the large one, and what Fock matrix then belongs to the energy?

## 1. One doubly occupied orbital

Take a closed shell, real orbitals and Hartree atomic units. The primary functions $\chi_\mu$ have overlap $S$, the auxiliary functions $\eta_p$ have overlap $s$, and $Q_{p\mu}=\langle\eta_p|\chi_\mu\rangle$. One orbital $\phi=\sum_\mu\chi_\mu C_\mu$, with $C^TSC=1$, is to be imitated by $\sum_p\eta_p c_p$. The squared distance is

$$R(c)=1-2c^TQC+c^Tsc .$$

Setting its derivative, $-2QC+2sc$, to zero gives

$$c=a\equiv AC,\qquad A=s^{-1}Q .$$

The fitted orbital has squared norm $\lambda=a^Tsa=C^TBC$, with $B=A^TsA=Q^Ts^{-1}Q$. Being an orthogonal projection of a normalized function, it has $0\le\lambda\le1$, and $R(a)=1-\lambda$. The fit loses charge.

The loss can be repaired by normalizing, which gives the density matrix $d_1=aa^T/\lambda$. This changes the derivative of any energy $E_c[d_1]$. Define a symmetric $f$ by $\delta E_c=2\,\mathrm{tr}(f\,\delta d_1)$. Varying $a$,

$$\delta d_1=\frac{\delta a\,a^T+a\,\delta a^T}{\lambda}-\frac{2(a^Ts\,\delta a)}{\lambda^2}aa^T,$$

$$\delta E_c=\frac4\lambda\,\delta a^T\left[fa-sa\,\frac{a^Tfa}{\lambda}\right].$$

For $\delta a\propto a$ the bracket gives zero, because normalization erases a change of length. So purification removes the occupied part of the derivative. This will matter for orbital energies.

## 2. The energy that is approximated

For $n$ doubly occupied orbitals let $C$ have $n$ columns, $C^TSC=1$, and let $D=CC^T$ be the density matrix of one spin. With $K[D]_{\mu\nu}=\sum_{\lambda\sigma}(\mu\lambda|\nu\sigma)D_{\lambda\sigma}$, exact exchange for both spins is $E_K[D]=-\mathrm{tr}(DK[D])$. Let $X[D]$ be a gradient-corrected exchange functional of the density, here B88. Add and subtract it:

$$E_K[D]=X[D]+\left(E_K[D]-X[D]\right).$$

The method evaluates the bracket with a small-basis matrix $\tilde d$:

$$E_K[D]\approx X[D]+E_c,\qquad E_c=E_K[\tilde d]-X[\tilde d].$$

The error relative to exact exchange at the same $D$ is

$$\Delta=(E_K[\tilde d]-E_K[D])-(X[\tilde d]-X[D]).$$

It is small if the functional responds to the change of basis as exact exchange does. This is an assumption about the functional, not an identity. In a hybrid functional, the approximation is multiplied by the exact-exchange fraction.

Fock matrices are defined by $\delta E=2\,\mathrm{tr}(F\,\delta D)$. With the core Hamiltonian $h$ and $J[D]_{\mu\nu}=\sum_{\lambda\sigma}(\mu\nu|\lambda\sigma)D_{\lambda\sigma}$, the total energy is

$$E=E_{nn}+2\,\mathrm{tr}(Dh)+2\,\mathrm{tr}(DJ[D])+X[D]+E_c .$$

The Coulomb term is quadratic in $D$, so its variation is $4\,\mathrm{tr}(J\delta D)$. Hence

$$F=h+2J+V[D]+F_c .$$

Here $V$ comes from $X$. The density is $\rho=2\sum D_{\mu\nu}\chi_\mu\chi_\nu$. If $X=\int e(\rho,\sigma)\,d^3r$ with $\sigma=|\nabla\rho|^2$, then $\delta\sigma=2\nabla\rho\cdot\nabla\delta\rho$ and

$$V_{\mu\nu}=\int\left[e_\rho\chi_\mu\chi_\nu+2e_\sigma\nabla\rho\cdot\nabla(\chi_\mu\chi_\nu)\right]d^3r .$$

The factor 2 in $\rho$ supplies the 2 in the definition of $F$. Exchange is also quadratic, so $\delta E_K=-2\,\mathrm{tr}(K\delta D)$. In the auxiliary basis, with lower-case letters for the same matrices,

$$f=-k[\tilde d]-v[\tilde d].$$

It remains to choose $\tilde d$ and carry $f$ back to the primary basis.

## 3. Several orbitals: projection and orthonormal fit

The unconstrained fit is again $a=AC$, now with $n$ columns, and

$$d=aa^T=ADA^T,\qquad \Lambda=a^Tsa=C^TBC .$$

Its summed squared residual is $n-\mathrm{tr}\Lambda$, which is also the charge lost per spin.

If the fitted orbitals must satisfy $c^Tsc=1$, the residual becomes $2n-2\,\mathrm{tr}(c^TQC)$, so the trace must be maximized. Write $c=s^{-1/2}u$ with $u^Tu=1$, and $M=s^{-1/2}QC$, for which $M^TM=\Lambda$. With the singular value decomposition $M=U\Sigma W^T$,

$$\mathrm{tr}(u^TM)=\sum_i\Sigma_{ii}(W^Tu^TU)_{ii}\le\sum_i\Sigma_{ii},$$

since each diagonal element is a scalar product of two unit vectors. Equality is reached by $u=UW^T=M\Lambda^{-1/2}$. Therefore

$$\tilde c=a\Lambda^{-1/2},\qquad d_1=\tilde c\tilde c^T=a\Lambda^{-1}a^T,$$

and the residual is $2n-2\,\mathrm{tr}\Lambda^{1/2}$. This requires $\Lambda$ to be nonsingular: no occupied combination may be orthogonal to the whole auxiliary space.

Purification leads to the same matrix. The nonzero eigenvalues of $s^{1/2}ds^{1/2}$ are the eigenvalues $\lambda$ of $\Lambda$. One McWeeny step, $d\to3dsd-2dsdsd$, keeps the eigenvectors and maps $\lambda\to p(\lambda)=3\lambda^2-2\lambda^3$. Since

$$p(\lambda)-\lambda=\lambda(1-\lambda)(2\lambda-1),$$

eigenvalues between 1/2 and 1 rise towards 1, and repetition gives $d_1$. An eigenvalue below 1/2 would fall to zero and lose an orbital.

For water (bond length 1.8 bohr, angle 105°), the Hartree-Fock orbitals give $\lambda$ from 0.992364 to 0.999991. The free residual is 0.016291, so $2\times0.016291=0.03258$ electrons are lost over both spins. With $\lambda=1-\varepsilon$, one McWeeny step leaves a loss of $3\varepsilon^2-2\varepsilon^3$ per orbital and spin. Summed over the five printed eigenvalues and doubled, this is $5.57\times10^{-4}$ electrons, as found directly. Both residual formulas were tested by quadrature on a grid, the orthonormal optimum against random orthonormal competitors, and $d_1$ against repeated purification.

## 4. Fock matrix of each variant

**Unpurified projection (ADMM2).** Here $\tilde d=ADA^T$ and $\delta\tilde d=A\,\delta D\,A^T$. Cyclic permutation of the trace gives

$$F_c=A^TfA .$$

**Orthonormalized projection (ADMM1).** Vary $d_1=a\Lambda^{-1}a^T$, using $\delta\Lambda^{-1}=-\Lambda^{-1}\delta\Lambda\,\Lambda^{-1}$ and $\delta\Lambda=\delta a^Tsa+a^Ts\,\delta a$. The two outer factors contribute equally, as do the two parts of $\delta\Lambda$:

$$\delta E_c=4\,\mathrm{tr}(\delta a^Tfa\Lambda^{-1})-4\,\mathrm{tr}(\delta a^Tsa\Lambda^{-1}a^Tfa\Lambda^{-1}).$$

With $\delta a=A\,\delta C$ this is $4\,\mathrm{tr}(\delta C^TG)$, where

$$G=A^T(1-sd_1)fa\Lambda^{-1}.$$

On the other side, $\delta D=\delta C\,C^T+C\,\delta C^T$ gives $2\,\mathrm{tr}(F_c\delta D)=4\,\mathrm{tr}(\delta C^TF_cC)$. We need a symmetric $F_c$ with $F_cC=G$. Let $w=a\Lambda^{-2}a^T$ and take

$$F_c=A^T(Y+Y^T)A,\qquad Y=(1-sd_1)fws .$$

To check it, use $wsa=a\Lambda^{-2}\Lambda=a\Lambda^{-1}$; the first term then gives $G$. The second contains $(1-d_1s)a=a-a\Lambda^{-1}\Lambda=0$. So $F_cC=G$. Moreover

$$C^TG=(a^T-\Lambda\Lambda^{-1}a^T)fa\Lambda^{-1}=0 .$$

The occupied-occupied block of $F_c$ vanishes, as the single orbital suggested.

**One McWeeny step.** With $\tilde d=3dsd-2dsdsd$, vary each $d$ in turn and move $\delta d$ to the front of the trace:

$$F_c=A^T\left[3(fds+sdf)-2(fdsds+sdfds+sdsdf)\right]A .$$

**Charge scaling (ADMMQ).** Set $\tilde d=\xi d$ with $\xi=\mathrm{tr}(DS)/\mathrm{tr}(DB)$. Since $1/\mathrm{tr}(DB)=\xi/n$,

$$\delta\xi=\frac{\xi}{n}\,\mathrm{tr}[(S-\xi B)\delta D].$$

The variation $\delta\tilde d=\xi\,\delta d+d\,\delta\xi$ then gives

$$F_c=\xi A^TfA+\mu(S-\xi B),\qquad\mu=\frac{\mathrm{tr}(f\tilde d)}{n}.$$

At fixed electron number the term $\mu S$ shifts all levels equally and leaves the orbitals unchanged. The term in $B$ does not.

**Energy scaling.** One may instead keep $d$ and scale the energies, $E_c=\xi^2E_K[d]-\xi^mX[d]$. The square is exact for $E_K$, which is quadratic. For $X$, $m=4/3$ is the local-density scaling law, approximate for a gradient functional, while $m=2$ scales the difference as a whole. With $k$ and $v$ evaluated at $d$, the product rule gives

$$F_c=A^T(-\xi^2k-\xi^mv)A+\frac{2\xi^2E_K[d]-m\xi^mX[d]}{2n}(S-\xi B).$$

The factor $1/2$ comes from the definition of $F$.

All six matrices were tested against finite differences of $E_c$ along a path that changes both the directions and the norms of the orbitals. The largest deviation was $3.3\times10^{-12}$ hartree; the smallest derivative was $1.4\times10^{-2}$ hartree.

## 5. The limit of equal bases, and orbital energies

If the two bases coincide, $A=1$ and $\Lambda=1$. Then $\tilde d=D$, the two $X$ terms cancel, and the energy is that of Hartree-Fock. For ADMM2 the Fock matrix also becomes $h+2J-K$. For ADMM1 it does not: its occupied block is still that of $h+2J+V$. The stationary condition involves the occupied-virtual block, which is correct, so the orbitals span the right space but the occupied eigenvalues are not Hartree-Fock levels.

The numbers show it. With equal bases the ADMM1 energy agrees with an independent Hartree-Fock calculation to rounding, but the highest occupied eigenvalue is $-0.2098$ hartree instead of $-0.5097$.

The occupied levels can be restored by deciding what an occupation number does. Let the fitted orbitals carry the same occupations $o_i$ as the primary ones, $D=\sum_io_iC_iC_i^T$ and $\tilde d=\sum_io_i\tilde c_i\tilde c_i^T$, with $\tilde c_i$ held fixed. Then

$$\frac12\frac{\partial E}{\partial o_i}=C_i^T(h+2J+V)C_i+\tilde c_i^Tf\tilde c_i .$$

The corresponding Fock matrix is obtained by adding $SC(\tilde c^Tf\tilde c)C^TS$ to $F$. This changes the occupied block alone: multiplied by a virtual orbital, $C^TS$ gives zero. A rotation $C\to CU$ among occupied orbitals takes $\tilde c$ to $\tilde cU$, so the block may be diagonalized consistently. With equal bases, the restored highest level is $-0.5097$ hartree, as required. With 6-31G as auxiliary basis it is $-0.5362$ hartree, against $-0.2330$ unrestored; this is still 0.027 hartree below the Hartree-Fock level, further off than the $-0.5163$ hartree of plain projection. The virtual levels are not repaired. With equal bases $w=D$, and $DSx=0$ for a virtual orbital $x$, so the virtual block of $F_c$ vanishes; the added term does not touch it, and the virtual levels remain those of $h+2J+V$, not of Hartree-Fock.

One McWeeny step shows nearly the same suppression. Let $g=a^Tfa$. In the eigenvector basis of $\Lambda$, the occupied block of its $F_c$ has elements

$$\left[3(\lambda_i+\lambda_j)-2(\lambda_i^2+\lambda_i\lambda_j+\lambda_j^2)\right]g_{ij}\approx3(\varepsilon_i+\varepsilon_j)g_{ij}$$

to first order in $\varepsilon$. At the Hartree-Fock orbitals the largest diagonal factor is about $6\times0.0076\approx0.046$; at the self-consistent orbitals the smallest $\lambda$, which belongs to the highest level, falls to 0.984 and the factor rises to about 0.1. The self-consistent highest eigenvalue, $-0.2591$ hartree, lies much nearer the unrestored ADMM1 level ($-0.2330$) than the restored one ($-0.5362$), so most of the correction to this level is absent.

## 6. A fixed density: what the functional correction does

Hold $D$ at its Hartree-Fock value, so that $\Delta$ is the whole error. In the 6-31G auxiliary basis, plain projection makes exact exchange too weak by 29.485 millihartree, and B88 changes by 19.194 millihartree:

$$\Delta=29.485-19.194=10.291\ \text{millihartree}.$$

After orthonormalization the two changes are $-2.112$ and $-2.344$, leaving 0.23 millihartree. One McWeeny step leaves 0.40.

Restoring the charge by scaling alone overshoots. Here $\xi=5/(5-0.016291)=1.003269$, so the projected exchange energy, $-8.941675+0.029485=-8.912190$ hartree, is multiplied by $\xi^2=1.006548$. The result is 28.875 millihartree too negative, and $\Delta=-10.499$ millihartree. The total charge is right, but it is added to all orbitals in the same proportion: the occupations $\xi\lambda$ run from 0.9956 to 1.0033, so the best-fitted orbital, which lost almost no charge, now exceeds 1 while the worst-fitted one stays short.

The correction does not improve every case. For 6-311G** with plain projection, exact exchange alone is in error by 0.206 millihartree and the corrected value by 3.355. For STO-3G, orthonormalization gives $-70.173$ millihartree, whereas plain projection gives 1.432, a remainder of two changes near $-46$ and $-47$. A small $\Delta$ can therefore be the remainder of two large changes. Nor does a closer fit guarantee a smaller $\Delta$: in 6-31G the free fit has the smaller squared residual (0.016291 against 0.016314) but the larger error (10.291 against 0.231 millihartree).

## 7. Letting the orbitals relax

The self-consistent calculations start from orbitals of a simple atomic-density guess. Energies relative to Hartree-Fock in the same primary basis are, in millihartree:

| Variant | Fixed density | Self-consistent |
|---|---:|---:|
| Projected | 10.3 | 5.5 |
| Orthonormalized | 0.2 | −7.9 |
| One McWeeny step | 0.4 | −7.2 |
| Charge-scaled | −10.5 | −71939 |
| Energy-scaled, $m=2$ | 10.6 | 5.8 |
| Energy-scaled, $m=4/3$ | −9.0 | −68773 |

For the purified variants, relaxation dominates the final error. The Hartree-Fock density is not stationary for the approximate energy. Along one rotation angle $\theta$ with slope $b$ and positive curvature $q$, $E=E_0+b\theta+\tfrac12q\theta^2$ falls by $b^2/(2q)$. A small error at fixed density places no limit on $b$. For ADMM1 the fall is $0.231+7.862=8.093$ millihartree, or about 21 kJ/mol.

Two variants collapse, by about 72 and 69 hartree. These are converged solutions: like the other four, they passed tests of stationarity and of an energy rise under a finite rotation, both along one random direction. They are useless as descriptions of water.

The correction term $E_c$ of the charge-scaled variant can itself become very negative. At least $41-13=28$ independent primary combinations satisfy $Qx=0$ and are invisible to the auxiliary basis. Put $n-1$ orbitals there and leave one visible, with normalized fitted orbital $g$ and weight $\lambda_1$. Then $d=\lambda_1gg^T$ and $\xi=n/\lambda_1$, so

$$\tilde d=n\,gg^T .$$

All charge of one spin sits in a single orbital, against the Pauli principle. Exact exchange becomes $n^2E_K[gg^T]$, while $X$ grows roughly as $n^{4/3}$ by local-density scaling. If the two are similar for one orbital,

$$E_c\approx-(n^2-n^{4/3})\,|E_K[gg^T]| .$$

A compact core orbital makes this large. The total energy falls only if this gain exceeds the rise of the primary-basis terms when $n-1$ orbitals are moved into the invisible space; at the collapsed charge-scaled solution the rise is about 13 hartree, against $E_c\approx-85$ hartree. The choice $m=4/3$ has the same imbalance of powers; $m=2$ scales both terms alike, and its run did not collapse. Minima of this structure, with four eigenvalues of $\Lambda$ near zero and one near 1, have the two collapsed energies of the table. Starting from the Hartree-Fock orbitals does not avoid the problem: there the charge-scaled energy already curves downward along one rotation, and descent drives at least one orbital out of the auxiliary space in both variants. This does not strictly exclude a local minimum near the Hartree-Fock density. All of this holds for full exact exchange and this pair of bases. In a hybrid functional $E_c$ is reduced by the exact-exchange fraction, a case not tested here.

Plain projection has no growing factor $\xi$: an orbital that leaves the auxiliary space simply drops out of $E_c$. Orthonormalization keeps $\tilde d$ idempotent, but becomes undefined when $\Lambda$ turns singular. The eigenvalues of $\Lambda$, or $\xi$, should therefore be inspected at the converged orbitals as well as at the start.

The reference energy, $-76.041663$ hartree, is itself a Hartree-Fock value in a finite basis. It omits electron correlation and retains basis-set error, so the differences above measure the exchange approximation, not the distance from experiment. The B88 terms were integrated on a grid of about 22,000 points. A grid of about 60,000 points shifts the millihartree values by about 0.001, so their third decimal is uncertain. The numerical output below gives the remaining digits.

## Computed values

```
O-H bond 1.8 bohr, angle 105 degrees
basis functions: primary 41, auxiliary 13
formal integral-count ratio 98.9
Hartree-Fock energy -76.041663 hartree
Hartree-Fock highest occupied level -0.50970 hartree
eigenvalues of Lambda: 0.992364 0.994663 0.997676 0.999014 0.999991
squared residual, free fit 0.016291
squared residual, orthonormal fit 0.016314
charge lost, both spins: projected 0.032582 electrons
charge lost, both spins: mcweeny 5.565e-04 electrons
largest Fock derivative deviation 3.3e-12 hartree
smallest derivative tested 1.4e-02 hartree
primary exchange: exact -8.941675, B88 -8.976683 hartree
fixed density, errors in millihartree: exact-exchange / B88 / corrected
  6-31G     projected         29.485    19.194    10.291
  6-31G     orthonormal       -2.112    -2.344     0.231
  6-31G     mcweeny           -1.577    -1.977     0.400
  6-31G     charge-scaled    -28.875   -18.376   -10.499
  STO-3G    projected        -45.901   -47.333     1.432
  STO-3G    orthonormal     -269.679  -199.506   -70.173
  6-311G**  projected          0.206    -3.149     3.355
  6-311G**  orthonormal      -12.967   -12.170    -0.797
energy minus Hartree-Fock, millihartree: fixed / self-consistent;
then highest occupied level, hartree
  projected         10.291     5.525   -0.51630
  orthonormal        0.231    -7.862   -0.23303
  mcweeny            0.400    -7.164   -0.25913
  charge-scaled    -10.499 -71939.298  -19.81231
  energy m=2        10.588     5.796   -0.51798
  energy m=4/3      -9.007 -68772.692  -19.25454
orthonormal, restored highest level -0.53620 hartree
equal bases: energy deviation 4.3e-14 hartree
equal bases: unrestored highest level -0.20982 hartree
equal bases: restored highest level -0.50970 hartree
```
